# The free-electron plasmon energy of silicon, with its main corrections

## Question

The primitive cell of crystalline silicon has a volume of 40 cubic angstrom and contains two atoms, each with four valence electrons. Treat the valence electrons first as a uniform free-electron gas moving over a rigid, uniform positive background. Later parts examine what this picture leaves out.

Use Hartree atomic units, in which $\hbar=m=e=4\pi\varepsilon_0=1$ and the electron has charge $-1$. An angular frequency in these units is also an energy in hartree. Take 1 bohr = 0.529177 angstrom and 1 hartree = 27.21139 eV.

For the corrections, use these rough values for silicon: static dielectric constant 12, width of the plasmon loss peak 4 eV, and linear thermal expansion coefficient $2.6\times10^{-6}$ K$^{-1}$. A Hartree-Fock calculation of a free Si$^{4+}$ ion in a weak static electric field, with a Gaussian basis, gives an induced dipole per unit field of $\alpha=0.163$ bohr$^3$.

## Part (a): the electron density

**Find the valence electron density in atomic units, and say why the core electrons are left out.**

**Answer.** There are $N=2\times4=8$ valence electrons per cell. The volume in cubic bohr is

$$V=\frac{40}{(0.529177)^3}=269.93\ \text{bohr}^3,$$

so the density is

$$n=\frac{N}{V}=\frac{8}{269.93}=0.02964\ \text{bohr}^{-3}.$$

The other 20 electrons of the cell belong to the closed shells of the two ions. Even the outermost of them are bound by roughly 100 eV, so they cannot follow a field of much lower frequency as free particles would. They polarize slightly, an effect estimated in part (f).

## Part (b): the plasmon energy

**A thick slab of the gas is shifted rigidly by a small distance $x$ along its normal. Find the restoring field, the frequency of the motion and the plasmon energy in eV. Do forces between the electrons change the result?**

**Answer.** Let the shift be in the positive direction. A layer of electrons with charge $-nx$ per unit area then sticks out on the right, and a layer of background with charge $+nx$ per unit area is uncovered on the left.

The field of one wide face with surface charge $\sigma$, at distance $z$, follows from Coulomb's law. A ring of radius $r$ carries charge $2\pi r\,\sigma\,dr$. Only the component along the normal survives, which brings a factor $z/\sqrt{r^2+z^2}$:

$$E_{\rm face}=2\pi\sigma z\int_0^\infty\frac{r\,dr}{(r^2+z^2)^{3/2}}
=2\pi\sigma z\left[-\frac{1}{\sqrt{r^2+z^2}}\right]_0^\infty=2\pi\sigma .$$

The distance has dropped out. Between the faces, the positive layer pushes the field to the right and the negative layer pulls it to the right, so the two contributions add:

$$E=2\pi nx+2\pi nx=4\pi nx .$$

An electron has charge $-1$ and mass 1, and therefore

$$\ddot x=-E=-4\pi n\,x .$$

This is harmonic motion with

$$\omega_p=\sqrt{4\pi n}.$$

In SI units the same energy reads $\hbar\sqrt{ne^2/(\varepsilon_0 m)}$. For the silicon cell,

$$\omega_p=\sqrt{0.37243}=0.6103\ \text{hartree},$$

$$\hbar\omega_p=0.61027\times27.21139\ \text{eV}=16.6\ \text{eV}.$$

The period $h/(\hbar\omega_p)$ is 0.249 fs. A quantum harmonic oscillator exchanges energy in steps of $\hbar\omega_p$, and one such step is a plasmon.

Forces between electrons do not change this frequency. They cancel in pairs in the equation for the centre of mass $X$, which leaves the force of the background. At distance $z$ from its midplane, a background slab of density $n$ has the field $4\pi nz$, so an electron there feels the force $-4\pi nz$. Averaging over the electrons gives $\ddot X=-4\pi nX$. Because the force is linear, the same equation holds for the quantum operator $X$. The argument needs a uniform background and a slab so thick that electrons spilling out at its surfaces do not matter. A crystal breaks the first condition, since its ions exert forces that are not linear in position.

## Part (c): the dielectric function

**Derive the dielectric function of the gas at long wavelength, and explain why its zero is the plasmon. Then include a binding frequency $\omega_0$ and a damping rate $\gamma$.**

**Answer.** Let the total field vary as $e^{-i\omega t}$. A free electron obeys $-\omega^2x=-E$, so $x=E/\omega^2$. The polarization is $P=-nx=-nE/\omega^2$. With $D=E+4\pi P=\varepsilon E$,

$$\varepsilon(\omega)=1-\frac{4\pi n}{\omega^2}=1-\frac{\omega_p^2}{\omega^2}.$$

In a longitudinal wave the field is parallel to the wave vector $q$. Without external charge, Gauss's law gives $iqD=iq\,\varepsilon E=0$. A nonzero field is then possible if $\varepsilon=0$, which gives $\omega=\omega_p$, as in part (b).

With a spring force and friction, the equation of motion becomes

$$\ddot x=-E-\omega_0^2x-\gamma\dot x,$$

so that $(\omega_0^2-\omega^2-i\gamma\omega)x=-E$. Inserting $x$ into $P=-nx$ gives

$$\varepsilon(\omega)=1+\frac{\omega_p^2}{\omega_0^2-\omega^2-i\gamma\omega}.$$

This model gives all valence electrons one mean binding frequency and equates the field on each electron with the average field.

## Part (d): electrons in a Fermi sphere

**The electrons are not at rest: they fill a Fermi sphere. Show that the long-wavelength result survives, find the first correction in the wave vector $q$, and evaluate it at $q=2$ nm$^{-1}$.**

**Answer.** In the random-phase approximation each electron responds independently to the total average potential. Let its potential energy be $v\,e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ plus the complex conjugate, with $v$ real. To first order, a plane wave of wave vector $\mathbf k$ is multiplied by

$$1+a\,e^{i(\mathbf q\cdot\mathbf r-\omega t)}+b\,e^{-i(\mathbf q\cdot\mathbf r-\omega t)} .$$

Matching terms in the Schrödinger equation gives

$$a=\frac{v}{\omega-\Delta_{\mathbf k}},\qquad b=-\frac{v}{\omega+\Delta_{-\mathbf k}},\qquad \Delta_{\mathbf k}=\mathbf k\cdot\mathbf q+\frac{q^2}{2},$$

where $\Delta_{\mathbf k}$ is the kinetic energy gained when $\mathbf k$ becomes $\mathbf k+\mathbf q$. The density wave of this electron is proportional to $a+b^*$. The sphere is symmetric, so $-\mathbf k$ may be renamed $\mathbf k$ in the second term. With $\langle\ \rangle$ for the average over the sphere,

$$\delta n=v\,n\left\langle\frac{1}{\omega-\Delta}-\frac{1}{\omega+\Delta}\right\rangle
=v\,n\left\langle\frac{2\Delta}{\omega^2-\Delta^2}\right\rangle .$$

By Poisson's equation this density adds $4\pi\,\delta n/q^2$ to the potential energy. The external part is what remains of $v$ after subtracting it, and $\varepsilon$ is the ratio of external to total potential:

$$\varepsilon(q,\omega)=1-\frac{4\pi n}{q^2}\left\langle\frac{2\Delta}{\omega^2-\Delta^2}\right\rangle .$$

For small $q$ expand the fraction as $2\Delta/\omega^2+2\Delta^3/\omega^4+\dots$ Odd powers of $\mathbf k\cdot\mathbf q$ average to zero, so $\langle2\Delta\rangle=q^2$. In a filled sphere $\langle k^2\rangle=\tfrac35k_F^2$, and one direction carries a third of it, so $\langle(\mathbf k\cdot\mathbf q)^2\rangle=\tfrac15k_F^2q^2$. Hence

$$\langle2\Delta^3\rangle=2\cdot\tfrac32q^2\langle(\mathbf k\cdot\mathbf q)^2\rangle+O(q^6)=\tfrac35k_F^2q^4+O(q^6).$$

The condition $\varepsilon=0$ becomes

$$1=\frac{\omega_p^2}{\omega^2}+\frac{3k_F^2q^2}{5}\,\frac{\omega_p^2}{\omega^4}+O(q^4).$$

Multiply by $\omega^2$, and replace $\omega^2$ by $\omega_p^2$ in the small term:

$$\omega^2\approx\omega_p^2+\tfrac35k_F^2q^2,\qquad
\omega(q)\approx\omega_p+\frac{3k_F^2q^2}{10\,\omega_p}.$$

As $q\to0$ the Fermi motion has no effect. At finite $q$ it acts like a pressure and raises the frequency.

For silicon, $k_F=(3\pi^2n)^{1/3}=0.957$ bohr$^{-1}$, and $2$ nm$^{-1}$ is $0.1058$ bohr$^{-1}$. The shift is

$$\frac{0.3\times(0.957)^2\times(0.1058)^2}{0.6103}\ \text{hartree}\approx0.0050\ \text{hartree},$$

or 0.137 eV. Finding the zero of the unexpanded $\varepsilon(q,\omega)$ by numerical integration over the sphere gives 0.138 eV, so within the random-phase approximation the first correction suffices here. Exchange and correlation, which this approximation omits, lower the shift: a local-density kernel reduces it by about a fifth at this density. The crystal potential is not included either. At this $q$ the largest single-electron energy, $qk_F+q^2/2\approx0.107$ hartree, is far below $\omega_p$. Where the two meet, the plasmon can decay into single-electron excitations and the expansion is no longer a guide.

## Part (e): why the gap matters so little

**Silicon is a semiconductor with a static dielectric constant near 12. Show that binding does not change the total absorption strength in the model of part (c). Estimate the plasmon energy with binding, and explain why $\omega_p/\sqrt{12}$ is wrong.**

**Answer.** The imaginary part of the model dielectric function is

$$\operatorname{Im}\varepsilon=\frac{\omega_p^2\gamma\omega}{(\omega^2-\omega_0^2)^2+\gamma^2\omega^2}.$$

Multiply by $\omega$ and divide numerator and denominator by $\omega^2$. With $u=\omega-\omega_0^2/\omega$,

$$\int_0^\infty\omega\operatorname{Im}\varepsilon\,d\omega=\omega_p^2J,\qquad
J=\int_0^\infty\frac{\gamma\,d\omega}{u^2+\gamma^2}.$$

The substitution $\omega\to\omega_0^2/\omega$ turns $u$ into $-u$ and $d\omega$ into $(\omega_0^2/\omega^2)\,d\omega$, once the limits are restored to their usual order. Averaging the two forms of $J$, and using $du=(1+\omega_0^2/\omega^2)\,d\omega$, gives

$$J=\frac12\int_{-\infty}^{\infty}\frac{\gamma\,du}{u^2+\gamma^2}=\frac{\pi}{2}.$$

The integrated strength is therefore $\tfrac{\pi}{2}\omega_p^2$ for any positive $\omega_0$ and $\gamma$. Binding moves absorption to other frequencies, while the density and the free-electron mass fix its total.

The static constant determines the binding frequency. At $\omega=0$,

$$12=1+\frac{\omega_p^2}{\omega_0^2},\qquad
\hbar\omega_0=\frac{16.606\ \text{eV}}{\sqrt{11}}=5.0\ \text{eV}.$$

This is a mean excitation energy of the valence electrons, larger than the smallest band gap. Without damping, $\varepsilon=0$ requires $\omega^2-\omega_0^2=\omega_p^2$, so

$$\omega_L=\sqrt{\omega_p^2+\omega_0^2}=\omega_p\sqrt{\frac{12}{11}},\qquad \hbar\omega_L=17.3\ \text{eV}.$$

The increase is 0.74 eV, or about 4% of the free-electron value. It is small because the two frequencies add in squares: $\omega_0^2$ is one eleventh of $\omega_p^2$. As $\omega_0\to0$ the free gas returns.

Dividing by $\sqrt{12}$ would give 4.8 eV. The constant 12 already describes the response of these same eight electrons, so the division counts them twice. It also applies a static response at a frequency where the electrons respond quite differently. A band-edge effective mass is out of place for a related reason: it describes slow motion near one band edge, while here the whole valence charge moves at an energy well above $\hbar\omega_0$. In this model the crystal forces enter through $\omega_0$, and the mass stays that of a free electron.

## Part (f): core, damping and temperature

**Estimate the shifts due to core polarization, to damping and to heating by 300 K. Then combine binding, core polarization and damping, and compare the result with real silicon.**

**Answer.** Two ions of polarizability $\alpha$ per cell add a nearly constant term to the dielectric function. If local-field effects are neglected, the 1 in $\varepsilon$ is replaced by

$$\varepsilon_c=1+4\pi\frac{2\alpha}{V}=1+\frac{8\pi\times0.163}{269.9}=1.015 .$$

For the free gas, $\varepsilon_c-\omega_p^2/\omega^2=0$ gives $\omega=\omega_p/\sqrt{\varepsilon_c}$, a shift of $-0.12$ eV. The cores weaken the restoring field. Dividing by $\sqrt{\varepsilon_c}$ is right here because the core electrons are not among the eight.

A fast electron passing through the crystal loses energy in proportion to $-\operatorname{Im}(1/\varepsilon)$. Write $\varepsilon=\varepsilon_c+\omega_p^2/d$ with $d=\omega_0^2-\omega^2-i\gamma\omega$. Then

$$\frac1\varepsilon=\frac{d}{\varepsilon_cd+\omega_p^2}
=\frac1{\varepsilon_c}-\frac{\omega_p^2/\varepsilon_c^2}{\omega_L^2-\omega^2-i\gamma\omega},
\qquad \omega_L^2=\omega_0^2+\frac{\omega_p^2}{\varepsilon_c},$$

and the loss is proportional to

$$\frac{\gamma\omega}{(\omega_L^2-\omega^2)^2+\gamma^2\omega^2}.$$

For weak damping its full width at half maximum is $\gamma$. To find the peak, set the derivative to zero. With $\delta=\omega_L^2-\omega^2$ this gives

$$2\omega^2(\gamma^2-2\delta)=\delta^2+\gamma^2\omega^2,
\qquad\text{so}\qquad \gamma^2\omega^2=4\omega^2\delta+\delta^2 .$$

For weak damping $\delta^2$ is negligible, hence $\delta\approx\gamma^2/4$ and

$$\omega_{\rm peak}\approx\omega_L-\frac{\gamma^2}{8\omega_L}.$$

For the free gas with $\hbar\gamma=4$ eV the shift is $-16/(8\times16.6)$ eV $=-0.12$ eV. Damping broadens the peak far more than it moves it.

Heating expands the cell. Since $\omega_p\propto V^{-1/2}$ and $V$ grows by the fraction $3\times2.6\times10^{-6}\times300$, the relative change of $\omega_p$ is half of this with a minus sign, $-0.0012$. The shift is $-0.02$ eV. This counts expansion alone, with the electron number fixed and the coefficient held at its room-temperature value. The real coefficient grows with temperature, and between 300 and 600 K this makes the shift roughly 30% larger.

For the combined estimate, the static condition is $12=\varepsilon_c+\omega_p^2/\omega_0^2$, which again gives $\hbar\omega_0=5.0$ eV. Then

$$\hbar\omega_L=\sqrt{(5.01)^2+\frac{(16.606)^2}{1.0152}}\ \text{eV}=17.2\ \text{eV},$$

and damping lowers the peak to 17.1 eV, which is 0.5 eV above the free-electron value.

The measured loss peak of silicon lies a little below 17 eV, so the free-electron value is about as close to it as the combined one. The cell volume and the static constant used here are close to those of the real crystal at room temperature, and a width of a few eV is typical. Of the corrections estimated here, binding is the largest: in this model it moves the peak by about 0.7 eV. That figure depends on placing all the strength in one oscillator. Transitions below the plasmon push it up and transitions above it push it down. With the same total strength and static constant, moving 5% of the strength to 30 eV reduces the undamped shift to 0.13 eV, while moving 10% to 12 eV raises it to 1.2 eV. The agreement of the combined value should not be read as accuracy to a tenth of an eV: one oscillator stands for the whole band structure, the inputs are rough, and crystal local fields are missing.

## Part (g): a check on a quasiparticle calculation

**In a $GW$ calculation of quasiparticle energies, a plasmon-pole model replaces the frequency dependence of $1/\varepsilon$ by a single pole. Show how the density and the static dielectric constant fix this pole at long wavelength. A silicon calculation then reports $\hbar\omega_p=11.7$ eV from its valence density. What should be examined? What would 31.1 eV suggest?**

**Answer.** Set $\varepsilon_c=1$ and let $\gamma\to0$ in part (f). Away from the pole,

$$\frac{1}{\varepsilon(\omega)}=1+\frac{\omega_p^2}{\omega^2-\omega_L^2}.$$

The density fixes the strength $\omega_p^2$. The static value then fixes the position:

$$\frac1{12}=1-\frac{\omega_p^2}{\omega_L^2},\qquad \omega_L^2=\frac{12}{11}\,\omega_p^2,$$

which is the 17.3 eV of part (e). For a real spectrum this pole is an average over the loss function $L=-\operatorname{Im}(1/\varepsilon)$, namely $\omega_L^2=\int\omega L\,d\omega\big/\int (L/\omega)\,d\omega$, and it need not coincide with the loss peak. An error in the density thus changes the screening at nonzero frequency, even if the static constant is right.

Because $\omega_p^2\propto N/V$, the reported value can be read backwards:

$$\left(\frac{11.7}{16.6}\right)^2\approx0.50 .$$

The squared frequency is half of what it should be, most simply because the density is. Several mistakes can halve the density. Four electrons may have been counted instead of eight, as if the cell held one atom. The four occupied bands may have been summed without the factor of two for spin. Or the volume may be twice that of the primitive cell while the electron number is not doubled. A slip in units gives the same number with the correct density: in Rydberg units $e^2=2$ and $m=\tfrac12$, so $\omega_p^2=16\pi n$, and dropping one of the two factors leaves $8\pi n$.

For the higher value,

$$\left(\frac{31.1}{16.6}\right)^2\approx3.5=\frac{28}{8},$$

which points to all 28 electrons of the cell. That density is correct for the total absorption strength up to energies far above the core thresholds, but it does not give the valence plasmon. A small error has a small effect: at fixed electron number, a volume too large by 1% lowers $\omega_p$ by about 0.5%.
